# Breit Radial Integrals by Marching First-Order Equations on a Logarithmic Grid: a program that tests the result

```python
"""
Result under test: Breit radial integrals from first-order equations in t = ln r.
For a density rho (a product of large P and small Q components), f = r*rho:
  Z' = f - k Z            marched outward,
  X' = (k+1) X - f        marched inward,   Y = Z + X,
  R^k[rho,sigma] = int sigma Y^k dt,
  T^k[rho,sigma] = int sigma (Z^(k-1) - Z^(k+1)) dt   (one-sided kernel).
The four-point march has global error of order h^4 with a known coefficient.
Breit energies (operator -[a1.a2 + (a1.n)(a2.n)]/(2 r12), first order):
  closed 1s^2:              (8/3) R^1[PQ,PQ]
  one 2p1/2 outside 1s^2:   2 R^0[A,A] + (2/45) R^2[B,B] + (2/3) T^1[A,B]
  A = Ps Qp + Qs Pp/3,  B = -2 Qs Pp   (s = 1s, p = 2p1/2).
Hartree atomic units; orbitals are Dirac-Coulomb functions of a point nucleus.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import gamma, gammainc

ALPHA = constants.fine_structure
C = 1.0 / ALPHA
EV = constants.physical_constants["Hartree energy in eV"][0]
T_FIRST, T_LAST = -12.0, 4.0      # range of ln(charge * r)


# ---------- orbitals: r^g exp(-lam r) times a linear polynomial ----------
def orbital(charge, kappa, energy):
    """Return (P coefficients, Q coefficients, g, lam); energy includes c^2."""
    g = np.sqrt(1.0 - (charge * ALPHA) ** 2)
    lam = np.sqrt(C**4 - energy**2) / C
    a0 = 1.0
    b0 = (g + kappa) * C / charge
    if kappa == -1:               # nodeless 1s
        a1 = b1 = 0.0
    else:
        a1 = (lam * a0 + (energy + C**2) * b0 / C) / (
            g + 1 + kappa + charge * lam / (energy + C**2))
        b1 = -lam * C * a1 / (energy + C**2)
    p, q = np.array([a0, a1]), np.array([b0, b1])
    square = np.convolve(p, p) + np.convolve(q, q)
    powers = 2 * g + np.arange(3) + 1
    norm = np.sum(square * gamma(powers) / (2 * lam) ** powers)
    return p / np.sqrt(norm), q / np.sqrt(norm), g, lam


def make_orbitals(charge):
    g = np.sqrt(1.0 - (charge * ALPHA) ** 2)
    e_s = C**2 * g
    e_p = C**2 * np.sqrt((1 + g) / 2)
    return orbital(charge, -1, e_s), orbital(charge, 1, e_p), e_s, e_p


# density = (coefficients, leading power, exponent)
def densities(charge):
    s, p, _, _ = make_orbitals(charge)
    power = 2 * s[2]
    ps_qp = np.convolve(s[0], p[1])
    qs_pp = np.convolve(s[1], p[0])
    mixed = s[3] + p[3]
    dens_s = (np.convolve(s[0], s[1]), power, 2 * s[3])
    dens_a = (ps_qp + qs_pp / 3, power, mixed)
    dens_b = (-2 * qs_pp, power, mixed)
    return dens_s, dens_a, dens_b


def value(dens, r):
    coef, power, mu = dens
    return r**power * np.exp(-mu * r) * sum(c * r**j for j, c in enumerate(coef))


def make_grid(charge, h):
    n = int(round((T_LAST - T_FIRST) / h)) + 1
    return np.exp(T_FIRST + h * np.arange(n)) / charge


# ---------- the algorithm ----------
def march(src, decay, h, before, after, start):
    """Solve u' = src - decay*u along the array, one grid step at a time."""
    ext = np.concatenate(([before], src, [after]))
    e = np.exp(-decay * h)
    inc = h / 24 * (-e * e * ext[:-3] + 13 * e * ext[1:-2]
                    + 13 * ext[2:-1] - ext[3:] / e)
    out = np.empty(len(src))
    out[0] = start
    for i in range(len(src) - 1):
        out[i + 1] = e * out[i] + inc[i]
    return out


def inner_ghost(dens, f, h):
    return f[0] * np.exp(-(dens[1] + 1) * h)


def outward_z(dens, k, r, h):
    f = r * value(dens, r)
    return march(f, k, h, inner_ghost(dens, f, h), 0.0, f[0] / (k + dens[1] + 1))


def inward_x(dens, k, r, h):
    f = r * value(dens, r)
    return march(f[::-1], k + 1, h, 0.0, inner_ghost(dens, f, h), 0.0)[::-1]


def r_integral(rho, sigma, k, r, h):
    y = outward_z(rho, k, r, h) + inward_x(rho, k, r, h)
    return h * np.sum(value(sigma, r) * y)


def t_integral(rho, sigma, k, r, h):
    diff = outward_z(rho, k - 1, r, h) - outward_z(rho, k + 1, r, h)
    return h * np.sum(value(sigma, r) * diff)


# ---------- independent reference: incomplete gamma and adaptive quadrature ----------
def z_reference(dens, k, r):
    coef, power, mu = dens
    total = 0.0
    for j, c in enumerate(coef):
        a = k + power + j + 1
        total += c * gamma(a) * gammainc(a, mu * r) / mu**a
    return total / r**k


def integrate(func, charge):
    cuts = np.array([0.0, 1.0, 4.0, 12.0, 50.0]) / charge
    return sum(quad(func, a, b, epsabs=1e-17, epsrel=1e-12, limit=200)[0]
               for a, b in zip(cuts[:-1], cuts[1:]))


def r_reference(rho, sigma, k, charge):
    return integrate(lambda r: (value(sigma, r) * z_reference(rho, k, r)
                                + value(rho, r) * z_reference(sigma, k, r)) / r, charge)


def t_reference(rho, sigma, k, charge):
    return integrate(lambda r: value(sigma, r) / r * (
        z_reference(rho, k - 1, r) - z_reference(rho, k + 1, r)), charge)


# ---------- predicted leading error, g = sqrt(r)*rho ----------
def g_and_slope(dens, r):
    coef, power, mu = dens
    g = np.zeros_like(r)
    slope = np.zeros_like(r)
    for j, c in enumerate(coef):
        q = power + j + 0.5
        term = c * r**q * np.exp(-mu * r)
        g += term
        slope += (q - mu * r) * term
    return g, slope


def predicted_error(kind, rho, sigma, k, r, h):
    g1, d1 = g_and_slope(rho, r)
    g2, d2 = g_and_slope(sigma, r)
    gg, dd, gd = h * np.sum(g1 * g2), h * np.sum(d1 * d2), h * np.sum(g2 * d1)
    m = k + 0.5
    if kind == "R":
        return -11 / 720 * h**4 * (2 * k + 1) * (m * m * gg - 3 * dd)
    return 11 / 720 * h**4 * (-6 * dd + 12 * m * gd + (6 * m * m + 2) * gg)


# ---------- angular test from explicit Dirac matrices ----------
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
ONE = np.eye(2, dtype=complex)
ALPHA_MATRICES = [np.kron(np.array([[0, 1], [1, 0]]), m) for m in SIGMA]


def current(direction, ps, qs, pp, qp, pair):
    sr = np.einsum("i,ijk->jk", direction, SIGMA)
    u_s = np.vstack([ps * ONE, -1j * qs * sr])
    u_p = np.vstack([-pp * sr, 1j * qp * ONE])
    right = u_s if pair == "ss" else u_p
    return [u_s.conj().T @ a @ right for a in ALPHA_MATRICES]


def operator_kernel(r, s, comp_r, comp_s, pair):
    """Half the sum over both spin projections of the exchange energy kernel."""
    nodes, weights = np.polynomial.legendre.leggauss(70)
    zhat = np.array([0.0, 0.0, 1.0])
    second = current(zhat, *comp_s, pair)
    total = 0.0
    for x, w in zip(nodes, weights):
        rhat = np.array([np.sqrt(1 - x * x), 0.0, x])
        first = current(rhat, *comp_r, pair)
        vec = r * rhat - s * zhat
        dist = np.linalg.norm(vec)
        tensor = (np.eye(3) + np.outer(vec, vec) / dist**2) / (2 * dist)
        for i in range(3):
            for j in range(3):
                trace = np.trace(first[i] @ second[j].conj().T).real
                total += 0.25 * w * tensor[i, j] * trace
    return total


def reduced_kernel(r, s, comp_r, comp_s, pair):
    if r > s:
        r, s, comp_r, comp_s = s, r, comp_s, comp_r
    if pair == "ss":
        return 8 / 3 * comp_r[0] * comp_r[1] * comp_s[0] * comp_s[1] * r / s**2
    a1, a2 = [c[0] * c[3] + c[1] * c[2] / 3 for c in (comp_r, comp_s)]
    b1, b2 = [-2 * c[1] * c[2] for c in (comp_r, comp_s)]
    return (2 * a1 * a2 / s + 2 / 45 * b1 * b2 * r**2 / s**3
            + a1 * b2 / 3 * (1 / s - r**2 / s**3))


rng = np.random.default_rng(4)
angular_dev = 0.0
for r_, s_ in [(0.5, 1.0), (1.3, 0.6), (0.2, 0.9), (2.0, 1.1)]:
    c1, c2 = rng.uniform(-1, 1, 4), rng.uniform(-1, 1, 4)
    for pair_ in ("ss", "sp"):
        angular_dev = max(angular_dev, abs(operator_kernel(r_, s_, c1, c2, pair_)
                                           - reduced_kernel(r_, s_, c1, c2, pair_)))
assert angular_dev < 1e-11

# ---------- orbitals satisfy both Dirac equations and are normalized ----------
CHARGE = 50.0
orb_s, orb_p, e_s, e_p = make_orbitals(CHARGE)
h_fine = 1 / 64
r_fine = make_grid(CHARGE, h_fine)
for (p, q, g, lam), kappa, energy in ((orb_s, -1, e_s), (orb_p, 1, e_p)):
    env = r_fine**g * np.exp(-lam * r_fine)
    P, Q = env * (p[0] + p[1] * r_fine), env * (q[0] + q[1] * r_fine)
    dP = (g / r_fine - lam) * P + env * p[1]
    dQ = (g / r_fine - lam) * Q + env * q[1]
    v = -CHARGE / r_fine
    res1 = r_fine * (dP + kappa * P / r_fine - (energy + C**2 - v) * Q / C)
    res2 = r_fine * (dQ - kappa * Q / r_fine + (energy - C**2 - v) * P / C)
    assert max(np.max(abs(res1)), np.max(abs(res2))) < 1e-9 * np.max(abs(P))
    assert abs(h_fine * np.sum(r_fine * (P**2 + Q**2)) - 1) < 1e-10

# ---------- radial integrals, convergence and error coefficients ----------
dens_s, dens_a, dens_b = densities(CHARGE)
cases = {
    "R1[PQ,PQ]": ("R", dens_s, dens_s, 1),
    "R0[A,A]": ("R", dens_a, dens_a, 0),
    "R2[B,B]": ("R", dens_b, dens_b, 2),
    "T1[A,B]": ("T", dens_a, dens_b, 1),
}
steps = [1 / 8, 1 / 16, 1 / 32, 1 / 64]
reference, numeric, forecast = {}, {}, {}
for name, (kind, rho, sig, k) in cases.items():
    ref_func = r_reference if kind == "R" else t_reference
    num_func = r_integral if kind == "R" else t_integral
    reference[name] = ref_func(rho, sig, k, CHARGE)
    numeric[name] = [num_func(rho, sig, k, make_grid(CHARGE, h), h) for h in steps]
    forecast[name] = predicted_error(kind, rho, sig, k, r_fine, h_fine)
    err = np.array(numeric[name]) - reference[name]
    assert abs(err[-1] / reference[name]) < 1e-6
    assert abs(np.log2(abs(err[-2] / err[-1])) - 4) < 0.1
    assert abs(err[-1] / forecast[name] - 1) < 0.03


def energy_p(v):
    return 2 * v["R0[A,A]"] + 2 / 45 * v["R2[B,B]"] + 2 / 3 * v["T1[A,B]"]


e_pair = 8 / 3 * numeric["R1[PQ,PQ]"][-1]
e_val_steps = [energy_p({n: numeric[n][i] for n in cases}) for i in range(len(steps))]
e_val_ref = energy_p(reference)
e_val = e_val_steps[-1]

# ---------- the Y equation itself, by finite differences ----------
K = 2
z_right = outward_z(dens_b, K, r_fine, h_fine)
x_right = inward_x(dens_b, K, r_fine, h_fine)
y = z_right + x_right
slope_y = (y[:-4] - 8 * y[1:-3] + 8 * y[3:-1] - y[4:]) / (12 * h_fine)
rhs_y = (K + 1) * y[2:-2] - (2 * K + 1) * z_right[2:-2]
y_residual = np.max(abs(slope_y - rhs_y)) / np.max(abs(y))
assert y_residual < 1e-5

# ---------- wrong directions: same recurrences run backwards ----------
f_b = r_fine * value(dens_b, r_fine)
ghost = inner_ghost(dens_b, f_b, h_fine)
z_wrong = march(-f_b[::-1], -K, h_fine, 0.0, -ghost, z_right[-1])[::-1]
x_wrong = march(-f_b, -(K + 1), h_fine, -ghost, 0.0, x_right[0])
z_err, x_err = abs(z_wrong - z_right), abs(x_wrong - x_right)
span = 64                          # one unit of ln r
z_growth = np.log(z_err[0] / z_err[span])
x_growth = np.log(x_err[-1] / x_err[-1 - span])
assert abs(z_growth - K) < 0.05 and abs(x_growth - (K + 1)) < 0.05
assert z_err[0] > 1e3 * abs(z_right[0])
assert x_err[-1] > 1e3 * abs(x_right[-2])

# ---------- nonrelativistic limit of the 1s^2 energy ----------
light = densities(1.0)[0]
e_light = 8 / 3 * r_integral(light, light, 1, make_grid(1.0, h_fine), h_fine)
limit_ratio = e_light / (ALPHA**2 / 4)
assert abs(limit_ratio - 1) < 5e-4

# ---------- output ----------
print(f"nuclear charge: {CHARGE:.0f}")
print(f"fine-structure constant: {ALPHA:.9f}")
print(f"orbital power g at the origin: {orb_s[2]:.6f}")
print(f"decay constants 1s, 2p1/2: {orb_s[3]:.5f}, {orb_p[3]:.5f} 1/bohr")
print(f"binding energies 1s, 2p1/2: {C**2 - e_s:.4f}, {C**2 - e_p:.4f} hartree")
print(f"grid: ln(charge*r) from {T_FIRST:.0f} to {T_LAST:.0f}")
print(f"first, last radius: {r_fine[0]:.4e}, {r_fine[-1]:.4f} bohr")
print(f"finest step h: {h_fine:.6f}, points: {len(r_fine)}")
print(f"largest angular-kernel deviation: {angular_dev:.1e}")
for name in cases:
    print(f"{name}, march at finest h: {numeric[name][-1]:.10e} hartree")
    print(f"{name}, reference: {reference[name]:.10e} hartree")
    actual = numeric[name][-1] - reference[name]
    print(f"{name}, error actual, predicted: {actual:.4e}, {forecast[name]:.4e} hartree")
    e2 = numeric[name][-2] - reference[name]
    print(f"{name}, observed order: {np.log2(abs(e2 / actual)):.3f}")
for h, e in zip(steps, e_val_steps):
    print(f"2p1/2 energy error at h={h:.6f}: {e - e_val_ref:.4e} hartree")
print(f"2p1/2 term 2*R0[A,A]: {2 * numeric['R0[A,A]'][-1]:.8f} hartree")
print(f"2p1/2 term (2/45)*R2[B,B]: {2 / 45 * numeric['R2[B,B]'][-1]:.8f} hartree")
print(f"2p1/2 term (2/3)*T1[A,B]: {2 / 3 * numeric['T1[A,B]'][-1]:.8f} hartree")
print(f"Breit energy of 1s^2: {e_pair:.7f} hartree = {e_pair * EV:.4f} eV")
print(f"Breit energy added by 2p1/2: {e_val:.7f} hartree = {e_val * EV:.4f} eV")
print(f"sum for 1s^2 2p1/2: {e_pair + e_val:.7f} hartree = {(e_pair + e_val) * EV:.4f} eV")
nonrel = ALPHA**2 * CHARGE**3 / 4
print(f"nonrelativistic 1s^2 value at this charge: {nonrel:.7f} hartree")
print(f"1s^2 ratio to nonrelativistic value, charge 1: {limit_ratio:.7f}")
print(f"1s^2 ratio to nonrelativistic value, charge 50: {e_pair / nonrel:.5f}")
print(f"Y equation residual, k=2, relative to max Y: {y_residual:.1e}")
print(f"Z (k=2, density B) at first point, outward: {z_right[0]:.2e}")
print(f"same Z marched inward, error: {z_err[0]:.0e}")
print(f"X (k=2, density B) at last point but one, inward: {x_right[-2]:.1e}")
print(f"X marched outward, error at last point: {x_err[-1]:.0e}")
print(f"largest Y (k=2, density B), magnitude: {np.max(abs(y)):.3e}")
print(f"error growth exponents in r, Z inward, X outward: {-z_growth:.3f}, {x_growth:.3f}")
print("all assertions hold")
```

Printed output:

```
nuclear charge: 50
fine-structure constant: 0.007297353
orbital power g at the origin: 0.931059
decay constants 1s, 2p1/2: 50.00000, 25.44235 1/bohr
binding energies 1s, 2p1/2: 1294.6261, 326.4948 hartree
grid: ln(charge*r) from -12 to 4
first, last radius: 1.2288e-07, 1.0920 bohr
finest step h: 0.015625, points: 1025
largest angular-kernel deviation: 7.4e-16
R1[PQ,PQ], march at finest h: 6.5075118844e-01 hartree
R1[PQ,PQ], reference: 6.5075118616e-01 hartree
R1[PQ,PQ], error actual, predicted: 2.2745e-09, 2.2745e-09 hartree
R1[PQ,PQ], observed order: 4.000
R0[A,A], march at finest h: 1.2979685046e-01 hartree
R0[A,A], reference: 1.2979685012e-01 hartree
R0[A,A], error actual, predicted: 3.4286e-10, 3.4290e-10 hartree
R0[A,A], observed order: 4.000
R2[B,B], march at finest h: 2.8551063346e-01 hartree
R2[B,B], reference: 2.8551063608e-01 hartree
R2[B,B], error actual, predicted: -2.6181e-09, -2.6184e-09 hartree
R2[B,B], observed order: 3.999
T1[A,B], march at finest h: 1.3685430942e-01 hartree
T1[A,B], reference: 1.3685431034e-01 hartree
T1[A,B], error actual, predicted: -9.2541e-10, -9.2547e-10 hartree
T1[A,B], observed order: 4.000
2p1/2 energy error at h=0.125000: -1.9475e-07 hartree
2p1/2 energy error at h=0.062500: -1.2176e-08 hartree
2p1/2 energy error at h=0.031250: -7.6103e-10 hartree
2p1/2 energy error at h=0.015625: -4.7566e-11 hartree
2p1/2 term 2*R0[A,A]: 0.25959370 hartree
2p1/2 term (2/45)*R2[B,B]: 0.01268936 hartree
2p1/2 term (2/3)*T1[A,B]: 0.09123621 hartree
Breit energy of 1s^2: 1.7353365 hartree = 47.2209 eV
Breit energy added by 2p1/2: 0.3635193 hartree = 9.8919 eV
sum for 1s^2 2p1/2: 2.0988558 hartree = 57.1128 eV
nonrelativistic 1s^2 value at this charge: 1.6641048 hartree
1s^2 ratio to nonrelativistic value, charge 1: 1.0000158
1s^2 ratio to nonrelativistic value, charge 50: 1.04280
Y equation residual, k=2, relative to max Y: 3.2e-07
Z (k=2, density B) at first point, outward: 4.36e-18
same Z marched inward, error: 1e-03
X (k=2, density B) at last point but one, inward: 4.3e-32
X marched outward, error at last point: 3e-09
largest Y (k=2, density B), magnitude: 8.556e-02
error growth exponents in r, Z inward, X outward: -2.000, 3.000
all assertions hold
```
